**Lanczos bounds on the dc resistivity from the collision spectrum**

The program treats the conductivity σ(ω) = S(−iω), where S(z) = ∫dμ(γ)/(γ+z) and μ is the positive spectral measure of the collision operator C seen by the current vector. The model is a free-electron metal with Debye phonons and elastic impurities, whose rate supplies a proven floor a under the spectrum. The program asserts that the matrix for C agrees with a finite difference of the nonlinear collision integral. It also asserts that the Lanczos upper bounds on resistivity fall, that the Gauss–Radau lower bounds rise, and that both enclose a direct solution within rounding. Further assertions cover the Chebyshev error estimates, the collapse of the lower bound for a vanishing floor, convergence at one real frequency, and the Bloch–Grüneisen value of the first level. At 63 K the output gives a resistivity of 3.392×10⁻³ atomic units, or 0.0737 μΩ cm, and five Lanczos steps suffice for a 0.1% bracket. The first level alone is 7.1% too high there, and 1.5% too high at both of the other temperatures printed.

## Verification by program

```python
# Result under test: for the linearized Boltzmann equation the conductivity is
#   sigma(omega) = S(-i omega),  S(z) = integral dmu(g)/(g+z),  mu >= 0,
# and Lanczos coefficients of the collision operator C, started from the current
# vector, give falling upper bounds on the dc resistivity; with a proven floor
# C >= a > 0 they also give rising lower bounds (Gauss-Radau closure).
# Model: spherical Fermi surface, Debye phonons, elastic impurities.
# x = (energy - mu)/T, u = x'-x, theta_D = Debye energy, lam = coupling,
# gam_imp = impurity rate, m0 = n/m = current norm. Hartree atomic units.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.special import roots_jacobi

theta_D, lam, gam_imp, k_F = 1.0e-3, 0.2, 1.0e-5, 0.7
T_main, omega = 2.0e-4, 5.0e-5
qD_over_kF = 2.0 ** (1.0 / 3.0)        # one electron per cell
m0 = k_F ** 3 / (3 * np.pi ** 2)
bohr = sc.physical_constants['Bohr radius'][0]
to_muohm_cm = sc.hbar * bohr / sc.e ** 2 * 1e8
kelvin = sc.physical_constants['Hartree energy'][0] / sc.k


def collision(T, h, half_width=24.0):
    """Symmetrized collision matrix, current vector, largest phonon out-rate."""
    N = int(round(half_width / h))
    M = int(round(theta_D / T / h))
    assert abs(M * h - theta_D / T) < 1e-9
    x = np.arange(-N, N + 1) * h
    u = np.arange(-M, M + 1) * h
    kern = np.zeros(2 * M + 1)
    nz = np.arange(2 * M + 1) != M
    kern[nz] = (np.pi * lam * T * (T / theta_D) ** 2 * u[nz] ** 2
                / np.sinh(abs(u[nz]) / 2)) * h
    kern[0] *= 0.5
    kern[-1] *= 0.5
    cosang = 1 - 0.5 * (qD_over_kF * T * u / theta_D) ** 2
    rate = (kern * np.cosh(x[:, None] / 2)
            / np.cosh((x[:, None] + u) / 2)).sum(axis=1)
    col = np.zeros(len(x))
    col[:M + 1] = (kern * cosang)[M:]
    C = np.diag(rate + gam_imp) - toeplitz(col)
    return x, C, np.sqrt(h) / (2 * np.cosh(x / 2)), rate.max()


def lanczos(C, start, steps):
    Q = [start / np.linalg.norm(start)]
    al, be = [], []
    for _ in range(steps):
        v = C @ Q[-1]
        al.append(Q[-1] @ v)
        B = np.array(Q)
        for _ in range(2):
            v = v - B.T @ (B @ v)
        be.append(np.linalg.norm(v))
        Q.append(v / be[-1])
    return np.array(al), np.array(be)


def fraction(al, be, n, z=0.0, tail=0.0):
    t = tail
    for k in range(n - 1, -1, -1):
        t = 1 / (z + al[k] - be[k] ** 2 * t)
    return t


def last_pivot(al, be, n, a):
    d = al[0] - a
    for k in range(1, n):
        d = al[k] - a - be[k - 1] ** 2 / d
    return d


def radau(al, be, n, a, z=0.0):
    d = last_pivot(al, be, n, a)
    return fraction(al, be, n, z, 1 / (z + a + be[n - 1] ** 2 / d))


def bloch_gruneisen_rate(T):
    J5 = quad(lambda u: u ** 5 / (4 * np.sinh(u / 2) ** 2), 0, theta_D / T)[0]
    return (2 * np.pi * lam * T * qD_over_kF ** 2
            * (T / theta_D) ** 4 * J5)


h = 0.05
x, C, j, rate_max = collision(T_main, h)
dim = len(x)
a, b = gam_imp, gam_imp + 2 * rate_max

# current norm from its definition, parabolic band
eF = k_F ** 2 / 2
norm_def = quad(lambda y: (2 * (eF + T_main * y)) ** 1.5 / (3 * np.pi ** 2)
                / (4 * np.cosh(y / 2) ** 2), -40, 40, points=[0])[0]
assert abs(norm_def / m0 - 1) < 1e-5

# collision matrix against a finite difference of the nonlinear integral
rows = np.where(abs(x) <= 8)[0][::8]
phi = 1 + 0.3 * np.sin(x) + 0.2 * np.cos(0.5 * x)
diff = x[None, :] - x[rows, None]
steps_apart = abs(np.arange(dim)[None, :] - rows[:, None])
M = int(round(theta_D / T_main / h))
weight = np.where(steps_apart < M, 1.0, np.where(steps_apart == M, 0.5, 0.0))
strength = 2 * np.pi * lam * T_main * (T_main * diff / theta_D) ** 2 * h * weight
safe = np.where(steps_apart == 0, 1.0, diff)
P_out = strength / abs(np.expm1(safe))
P_in = strength / abs(np.expm1(-safe))
cos_t = np.where(weight > 0,
                 1 - 0.5 * (qD_over_kF * T_main * diff / theta_D) ** 2, 1.0)
sin_t = np.sqrt(1 - cos_t ** 2)
mu_dir = 0.6


def net_out(s):
    fi = 1 / (np.exp(x[rows] - s * phi[rows] * mu_dir) + 1)[:, None]
    total = 0
    for az in 2 * np.pi * np.arange(8) / 8:
        mu_p = mu_dir * cos_t + np.sqrt(1 - mu_dir ** 2) * sin_t * np.cos(az)
        fj = 1 / (np.exp(x - s * phi * mu_p) + 1)
        total = total + (P_out * fi * (1 - fj) - P_in * fj * (1 - fi)).sum(axis=1)
    return total / 8


s = 1e-3
w = 1 / (4 * np.cosh(x / 2) ** 2)
from_integral = (net_out(s) - net_out(-s)) / (2 * s * mu_dir * w[rows])
from_matrix = (C @ (np.sqrt(w) * phi) / np.sqrt(w) - gam_imp * phi)[rows]
fd_error = np.max(abs(from_integral - from_matrix)) / np.max(abs(from_matrix))
assert fd_error < 1e-5

# spectrum and Stieltjes representation
ev, U = np.linalg.eigh(C)
assert ev[0] >= a and ev[-1] <= b
weights = (U.T @ j) ** 2
sig_w = m0 * (j @ np.linalg.solve(C - 1j * omega * np.eye(dim), j))
assert abs(m0 * np.sum(weights / (ev - 1j * omega)) / sig_w - 1) < 1e-9

# Lanczos bounds against the direct solution
n_max = 20
al, be = lanczos(C, j, n_max)
S0 = j @ np.linalg.solve(C, j)
rho = 1 / (m0 * S0)
low_S = np.array([fraction(al, be, n) for n in range(1, n_max + 1)])
up_S = np.array([radau(al, be, n, a) for n in range(1, n_max + 1)])
eps = 1e-10 * S0                       # rounding allowance
assert np.all(np.diff(low_S) > -eps) and np.all(np.diff(up_S) < eps)
assert np.all(low_S < S0 + eps) and np.all(up_S > S0 - eps)
assert low_S[0] < S0 < up_S[0]
root = np.sqrt(b / a)
r = (root - 1) / (root + 1)
ns = np.arange(1, n_max + 1)
assert np.all(S0 - low_S <= 4 * r ** (2 * ns) * S0 + eps)
assert np.all(up_S - S0 <= 2 * r ** (2 * ns + 1) * (S0 + up_S) + eps)
assert up_S[-1] / low_S[-1] - 1 < 1e-2

# same bounds at imaginary frequency z > 0
z = omega
Sz = j @ np.linalg.solve(C + z * np.eye(dim), j)
for n in (1, 2, 4):
    assert fraction(al, be, n, z) < Sz < radau(al, be, n, a, z)

# continued fraction against explicit projection on j, Cj, CCj
V = np.linalg.qr(np.array([j, C @ j / b, C @ (C @ j) / b ** 2]).T)[0]
proj = (V.T @ j) @ np.linalg.solve(V.T @ C @ V, V.T @ j)
assert abs(proj / low_S[2] - 1) < 1e-8

# Radau matrix touches the floor a
n = 4
last = a + be[n - 1] ** 2 / last_pivot(al, be, n, a)
R = np.diag(np.append(al[:n], last)) + np.diag(be[:n], 1) + np.diag(be[:n], -1)
assert abs(np.linalg.eigvalsh(R)[0] / a - 1) < 1e-7

# a lower floor weakens the lower resistivity bound
weak = [1 / (m0 * radau(al, be, 8, a * q)) for q in (1, 1e-2, 1e-4)]
assert weak[0] > weak[1] > weak[2]

# collapse law: the node at a tiny floor carries the weight
# W = min of the spectral mean of p(g)^2, p(0) = 1, degree <= n;
# W is found by least squares on the spectrum, without Lanczos
collapse = []
for n in (1, 2, 4):
    powers = (ev[:, None] / al[0]) ** np.arange(1, n + 1)
    amp = np.sqrt(weights)
    coef = np.linalg.lstsq(amp[:, None] * powers, -amp, rcond=None)[0]
    W = np.sum((amp * (1 + powers @ coef)) ** 2)
    onset = W / S0
    tiny = 0.01 * onset
    S_tiny = radau(al, be, n, tiny)
    assert abs(S_tiny * tiny / W - 1) < 0.03
    assert S0 / S_tiny < 0.02
    collapse.append((n, W, onset, S0 / S_tiny))

# real frequency: uniform convergence, but no fixed side
sig_n = np.array([m0 * fraction(al, be, n, -1j * omega) for n in ns])
assert np.all(abs(sig_n - sig_w) <= 4 * r ** (2 * ns) * m0 * S0 + m0 * eps)
assert al[0] < omega and sig_n[0].real > sig_w.real

# gapless measure 2 g dg on [0,1]: S(0) = 2, error 2/(n+1)^2
gapless = {}
for n in (1, 4, 16):
    node, wt = roots_jacobi(n, 0, 1)
    gapless[n] = np.sum(wt / wt.sum() * 2 / (1 + node))
    assert abs((2 - gapless[n]) * (n + 1) ** 2 - 2) < 1e-8

# first level equals impurity plus Bloch-Gruneisen rate; grid refinement
bg = bloch_gruneisen_rate(T_main)
assert abs(al[0] / (gam_imp + bg) - 1) < 1e-3
_, C2, j2, _ = collision(T_main, h / 2)
rho_fine = 1 / (m0 * (j2 @ np.linalg.solve(C2, j2)))
grid_change = rho_fine / rho - 1
assert abs(grid_change) < 1e-3

print(f"Debye energy {theta_D:.1e} Ha = {theta_D*kelvin:.1f} K; lambda {lam}")
print(f"temperature {T_main:.1e} Ha = {T_main*kelvin:.2f} K")
print(f"impurity rate = floor a {a:.1e} Ha; k_F {k_F} 1/bohr")
print(f"n/m {m0:.6f} a.u.; q_D/k_F {qD_over_kF:.5f}")
print(f"grid: step {h}, half width 24, points {dim}")
print(f"finite-difference check of C, relative error {fd_error:.1e}")
print(f"lowest, highest eigenvalue of C {ev[0]:.4e} {ev[-1]:.4e} Ha")
print(f"proven ceiling b {b:.4e} Ha; b/a {b/a:.2f}; r {r:.4f}")
print(f"Bloch-Gruneisen rate {bg:.5e} Ha; alpha_1 {al[0]:.5e} Ha")
print("n, alpha_n, beta_n (1e-5 Ha), rho lower, rho upper (1e-3 a.u.)")
for n in (1, 2, 3, 4, 6, 8, 12, 16, 20):
    print(f"{n:2d} {al[n-1]*1e5:9.4f} {be[n-1]*1e5:9.4f}"
          f" {1e3/(m0*up_S[n-1]):10.6f} {1e3/(m0*low_S[n-1]):10.6f}")
print(f"direct rho {rho*1e3:.6f} 1e-3 a.u. = {rho*to_muohm_cm:.6f} microohm cm")
print(f"relative change of rho on halving the grid step {grid_change:.1e}")
print("lower bound at n=8 with floor a, a/100, a/10000 (1e-3 a.u.):")
print("  " + " ".join(f"{v*1e3:.6f}" for v in weak))
print("n, weight W_n, collapse floor W_n/S (Ha), bound/rho at 0.01 of it")
for n, W, onset, left in collapse:
    print(f"  {n} {W:.3e} {onset:.3e} {left:.5f}")
print(f"real frequency {omega:.1e} Ha: sigma direct"
      f" {sig_w.real:.4f} {sig_w.imag:+.4f}i a.u.")
for n in (1, 2, 4, 8):
    print(f"  n={n}: sigma_n {sig_n[n-1].real:.4f} {sig_n[n-1].imag:+.4f}i a.u.")
print("gapless test measure, exact S(0)=2, convergents:")
print("  " + " ".join(f"n={n}: {v:.6f}" for n, v in gapless.items()))
print("T/Debye, rho direct, rho_1 (1e-3 a.u.), rho_1/rho-1 (%), n for 0.1% bracket")
for ratio in (0.1, 0.2, 0.5):
    Tt = ratio * theta_D
    _, Ct, jt, _ = collision(Tt, h)
    at, bt = lanczos(Ct, jt, 40)
    assert abs(at[0] / (gam_imp + bloch_gruneisen_rate(Tt)) - 1) < 2e-3
    St = jt @ np.linalg.solve(Ct, jt)
    need = next(n for n in range(1, 41)
                if radau(at, bt, n, a) / fraction(at, bt, n) - 1 < 1e-3)
    print(f"  {ratio:.1f} {1e3/(m0*St):.5f} {1e3*at[0]/m0:.5f}"
          f" {100*(at[0]*St-1):.3f} {need}")
print("OK")
```

Printed output:

```
Debye energy 1.0e-03 Ha = 315.8 K; lambda 0.2
temperature 2.0e-04 Ha = 63.16 K
impurity rate = floor a 1.0e-05 Ha; k_F 0.7 1/bohr
n/m 0.011584 a.u.; q_D/k_F 1.25992
grid: step 0.05, half width 24, points 961
finite-difference check of C, relative error 8.7e-08
lowest, highest eigenvalue of C 3.8696e-05 5.1039e-04 Ha
proven ceiling b 9.3441e-04 Ha; b/a 93.44; r 0.8125
Bloch-Gruneisen rate 3.20845e-05 Ha; alpha_1 4.20845e-05 Ha
n, alpha_n, beta_n (1e-5 Ha), rho lower, rho upper (1e-3 a.u.)
 1    4.2084    2.6301   1.740828   3.632863
 2   27.0256    7.4047   3.058476   3.411920
 3   28.0600    9.2321   3.346416   3.394700
 4   29.8417   10.9935   3.384594   3.392578
 6   30.1312   10.6218   3.391923   3.392143
 8   29.8640   10.6877   3.392124   3.392131
12   30.2638   10.7205   3.392131   3.392131
16   30.1670   10.5967   3.392131   3.392131
20   29.8356   10.5691   3.392131   3.392131
direct rho 3.392131 1e-3 a.u. = 0.073744 microohm cm
relative change of rho on halving the grid step 5.4e-06
lower bound at n=8 with floor a, a/100, a/10000 (1e-3 a.u.):
  3.392124 3.391458 3.326132
n, weight W_n, collapse floor W_n/S (Ha), bound/rho at 0.01 of it
  1 2.809e-01 1.104e-05 0.00991
  2 2.972e-02 1.168e-06 0.00990
  4 6.055e-04 2.379e-08 0.00990
real frequency 5.0e-05 Ha: sigma direct 111.0547 +142.4341i a.u.
  n=1: sigma_n 114.1445 +135.6135i a.u.
  n=2: sigma_n 111.5098 +142.0496i a.u.
  n=4: sigma_n 111.0665 +142.4361i a.u.
  n=8: sigma_n 111.0547 +142.4342i a.u.
gapless test measure, exact S(0)=2, convergents:
  n=1: 1.500000 n=4: 1.920000 n=16: 1.993080
T/Debye, rho direct, rho_1 (1e-3 a.u.), rho_1/rho-1 (%), n for 0.1% bracket
  0.1 1.04754 1.06363 1.536 6
  0.2 3.39213 3.63286 7.097 5
  0.5 17.97344 18.24817 1.528 3
OK
```
